\section*{Polarization Reversal and the Midgap Tunnelling Exponent in the Franz Model}

\section*{The setting}

An electron tunnels through an insulating film of thickness $d$ occupying $0<x<d$. The film has gap $E_g=2\Delta$ and the same effective mass $m$ at its conduction and valence edges. A ferroelectric polarization moves both edges together by a small, position-dependent amount. The gap, mass and thickness are held fixed. How the tunnelling exponent responds depends on where the electron's energy lies in the gap.

Let $E$ be the electron energy, $E_{\rm mid}(x)$ the local midgap energy, and
\[
w(x)=E-E_{\rm mid}(x),\qquad |w|<\Delta .
\]
Positive $w$ means that the electron lies nearer the conduction edge. The elementary charge $e$ is positive, so an electrostatic potential $\phi$ lowers electron energies by $e\phi$. Energies are in eV and lengths in nm.

\section*{(a) The decay constant}

Near its gap the film is described by
\[
H=\begin{pmatrix}\Delta&\hbar vk\\ \hbar vk&-\Delta\end{pmatrix},
\]
with energies measured from midgap. Find the edge mass and the decay constant $\kappa(w)$.

\textit{Solution.} The condition $\det(H-w)=0$ reads
\[
-(\Delta-w)(\Delta+w)-\hbar^2v^2k^2=0
\quad\Longrightarrow\quad w^2=\Delta^2+\hbar^2v^2k^2 .
\]
At small real $k$ the upper band is $w\simeq\Delta+\hbar^2v^2k^2/(2\Delta)$. Comparison with $\Delta+\hbar^2k^2/(2m)$ gives $m=\Delta/v^2$. The lower band is the mirror image and has the same mass magnitude.

Inside the gap $k=i\kappa$, so $\hbar^2v^2\kappa^2=\Delta^2-w^2$. With $v^2=\Delta/m$,
\begin{equation}
\kappa^2=\frac{m}{\hbar^2\Delta}(\Delta-w)(\Delta+w),
\qquad
\kappa=\kappa_0\sqrt{1-\frac{w^2}{\Delta^2}},\qquad
\kappa_0=\frac{\sqrt{m\Delta}}{\hbar}.
\label{franz}
\end{equation}
This is the symmetric Franz relation. The two factors are the distances to the two band edges. At a small depth $q=\Delta-w$ below the conduction edge, the other factor is nearly $2\Delta$ and $\kappa^2\simeq2mq/\hbar^2$, the one-band result.

\section*{(b) The response at one energy}

Find the first two derivatives of $\kappa$ at midgap and interpret the first.

\textit{Solution.} Differentiating (\ref{franz}) gives
\begin{equation}
\kappa'(w)=-\frac{\kappa_0w}{\Delta^2\sqrt{1-w^2/\Delta^2}} .
\label{slope}
\end{equation}
Hence $\kappa'(0)=0$. Near $w=0$ the slope is $-\kappa_0w/\Delta^2$ to first order, so $\kappa''(0)=-\kappa_0/\Delta^2<0$. Midgap is a maximum of the decay constant.

A small rise in $w$ brings the electron nearer the conduction edge and takes it farther from the valence edge by the same amount. The product of the two distances, $\Delta^2-w^2$, then has no linear change. A one-band barrier has no second factor to compensate the first.

\section*{(c) The exponent of the whole film}

In the WKB approximation the transmission contains $e^{-S}$ with $S=2\int_0^d\kappa(w)\,dx$. Let the unperturbed profile be $w_0(x)$ and add a shift $\delta(x)$. When does the linear change vanish for every $\delta$? What remains, and what happens when $\delta$ is reversed?

\textit{Solution.} The linear change is
\begin{equation}
S^{(1)}=2\int_0^d\kappa'\bigl(w_0(x)\bigr)\,\delta(x)\,dx .
\label{linear}
\end{equation}
If $w_0=0$ throughout the film, this vanishes for every $\delta$. Conversely, choosing $\delta$ proportional to $\kappa'(w_0)$ makes the integrand a square, so for a continuous profile the integral can vanish for every $\delta$ only if $\kappa'(w_0)=0$ everywhere. By (\ref{slope}) this requires $w_0=0$ everywhere; being at midgap on average is not enough.

For $w_0=0$, use $\sqrt{1-z}=1-z/2-z^2/8-\cdots$ with $z=\delta^2/\Delta^2$. Writing $\langle\cdot\rangle$ for the average over the film and $S_0=2\kappa_0d$,
\begin{equation}
S-S_0=-\frac{S_0}{2\Delta^2}\langle\delta^2\rangle
-\frac{S_0}{8\Delta^4}\langle\delta^4\rangle-\cdots .
\label{quadratic}
\end{equation}
The shift lowers the exponent, since any departure from midgap lowers $\kappa$. Because $\kappa(-w)=\kappa(w)$, the profiles $\delta$ and $-\delta$ have identical exponents at any strength with $|\delta|<\Delta$. In this model the WKB exponent then gives no on/off contrast on reversal.

\section*{(d) The shift made by the polarization}

A uniform polarization $P$ points from electrode 1 at $x<0$ to electrode 2 at $x>d$. The film has relative permittivity $\varepsilon$. Electrode $i$ screens linearly with length $\lambda_i$ and permittivity $\varepsilon_i$; define $l_i=\lambda_i/\varepsilon_i$. The electrodes are short-circuited, their work functions place the common Fermi level at midgap when $P=0$, and $E$ is that level. Find $\delta(x)$.

\textit{Solution.} The film has bound charge $-P$ per area at face 1 and $+P$ at face 2. Let electrodes 1 and 2 carry screening charges $+\sigma$ and $-\sigma$. In electrode 1, $\phi=\phi_1e^{x/\lambda_1}$ and the charge density is $-\varepsilon_0\varepsilon_1\phi/\lambda_1^2$. Its integral is $-\varepsilon_0\varepsilon_1\phi_1/\lambda_1=\sigma$. The same calculation at the other face, with opposite charge, gives
\[
\phi_1=-\frac{\sigma l_1}{\varepsilon_0},\qquad
\phi_2=+\frac{\sigma l_2}{\varepsilon_0}.
\]
By Gauss's law the displacement in the film is $\sigma=\varepsilon_0\varepsilon F+P$, where $F$ is the electric field. Thus
\[
\phi_2-\phi_1=-Fd=\frac{(P-\sigma)d}{\varepsilon_0\varepsilon}
=\frac{\sigma(l_1+l_2)}{\varepsilon_0},
\]
and solving for $\sigma$,
\begin{equation}
\sigma=P\,\frac{d/\varepsilon}{l_1+l_2+d/\varepsilon}.
\end{equation}
The midgap energy moves by $-e\phi$, so $\delta=e\phi$. It is linear in the film:
\begin{equation}
\delta(x)=-\delta_1+(\delta_1+\delta_2)\frac{x}{d},
\qquad \delta_i=\frac{e\sigma l_i}{\varepsilon_0}.
\label{profile}
\end{equation}
Reversing $P$ reverses $\delta$. Integration gives
\[
\langle\delta\rangle=\frac{\delta_2-\delta_1}{2},\qquad
\langle\delta^2\rangle=\frac{\delta_1^2-\delta_1\delta_2+\delta_2^2}{3}.
\]
Equal electrodes give zero mean shift but still a tilt.

\section*{(e) Numbers for a thin film}

Take $E_g=5.6$ eV, $m=0.4$ electron masses, $d=2.0$ nm, $P=10\ \mu$C/cm$^2$, $\varepsilon=30$, $l_1=0.005$ nm and $l_2=0.020$ nm. Evaluate the midgap exponent and its change.

\textit{Solution.} Here $d/\varepsilon=0.0667$ nm, so
\[
\sigma=10\times\frac{0.0667}{0.0917}=7.27\ \mu{\rm C/cm^2}.
\]
Equation (\ref{profile}) then gives $\delta_1=0.041$ eV and $\delta_2=0.164$ eV, hence $\langle\delta\rangle=0.062$ eV and $\langle\delta^2\rangle=0.00731$ eV$^2$. The decay constant is $\kappa_0=3.834$ nm$^{-1}$, so
\[
S_0=2(3.834)(2.0)=15.34,\qquad
S-S_0\simeq-\frac{15.34\times0.00731}{2(2.8)^2}=-0.00715 .
\]
The unexpanded integral gives the same value. Halving the shift reduces the change to $-0.0018$, one quarter, as a second-order effect requires.

The two-component wave equation provides a test without the WKB exponent. Its transmission was computed for films of 6 and 8 nm with the same face shifts. The difference of the two values of $\ln T$ is the exponent of 2 nm, because the leading interface factors cancel. Without a shift it gives 15.335. With equal interface parameters at the two electrodes ($r_1=r_2=0.5$ in the notation of part (g)), the exponents for the two polarizations differ by 0.00000 to the five decimals printed. Unequal parameters would leave a small difference, because part (g) finds an interface correction that varies as $1/d$ and so does not cancel between the two thicknesses.

\section*{(f) Away from midgap, and with one band}

Let the unperturbed level lie a uniform $u_0$ above midgap. Find $\ln(T_+/T_-)$ from the exponents, where $+$ denotes $P$ pointing towards electrode 2. Compare with a one-band barrier of height $\Delta$.

\textit{Solution.} To first order in $\delta$,
\begin{align}
\ln\frac{T_+}{T_-}&=S[u_0-\delta]-S[u_0+\delta]
\simeq-4d\,\kappa'(u_0)\langle\delta\rangle\nonumber\\
&=\frac{4d\kappa_0u_0\langle\delta\rangle}
{\Delta^2\sqrt{1-u_0^2/\Delta^2}} .
\label{detuned}
\end{align}
For $u_0=0.8$ eV the square root is 0.958 and
\[
\ln\frac{T_+}{T_-}\simeq
\frac{4(2.0)(3.834)(0.8)(0.0616)}{(2.8)^2(0.958)}=0.201 .
\]
The full exponent integral gives 0.2014, a ratio of 1.22, and so does the difference between the scattering results for 8 and 6 nm. The transmission of the 2 nm film itself also contains the interface factors of part (g), which shift this value by up to about 0.07 when $r_1=r_2$ lies between 0.5 and 2. At this order the exponent's own contribution needs both a detuning and a nonzero mean shift.

For the one-band barrier, $\kappa_1(w)=\sqrt{2m(\Delta-w)}/\hbar$. At $w=0$ it equals $\sqrt2\,\kappa_0$, so its exponent is $S_1=21.69$. Its slope there is $-\kappa_1/(2\Delta)$, and therefore
\[
\ln\frac{T_+}{T_-}\simeq\frac{S_1\langle\delta\rangle}{\Delta}
=\frac{21.69\times0.0616}{2.8}=0.477,
\]
or a ratio of 1.61. At the same height, mass, thickness and shift, the one-band model thus predicts a linear contrast where the midgap two-band exponent has none.

\section*{(g) What the interfaces can still do}

Write the film spinor as $(a,ib)$. In electrode $i$ let waves moving right and left be $(1,\pm r_i)$, with real $r_i>0$ unchanged on reversal and current proportional to $r_i$. Can the transmission at midgap still change linearly?

\textit{Solution.} With $k=-i\,d/dx$, the Hamiltonian gives
\[
a'=-\frac{\Delta+w}{\hbar v}b,\qquad
b'=-\frac{\Delta-w}{\hbar v}a .
\]
For constant $w$ the decaying solution has $b/a=\eta$ and the growing one $b/a=-\eta$, where $\eta=\sqrt{(\Delta-w)/(\Delta+w)}$. For slowly varying $w$ put $b/a=\eta+\epsilon$ in the decaying solution. The ratio $y=b/a$ obeys $\hbar vy'=-(\Delta-w)+(\Delta+w)y^2$. To first order in the gradient this gives $\eta'=2\kappa\epsilon$, so $\epsilon=\eta'/(2\kappa)$. Then $a'/a=-\kappa-\eta'/(2\eta)$. With $I(x)=\int_0^x\kappa\,dx'$, the two solutions are
\[
(a,b)=(\eta^{-1/2},\pm\eta^{1/2})\,e^{\mp I}.
\]

Let their coefficients be $A$ and $B$. With reflected amplitude $\rho$, entry matching is $a=1+\rho$, $ib=r_1(1-\rho)$, hence $a(0)+ib(0)/r_1=2$. Exit matching is $a=t$, $ib=r_2t$. Eliminating $B$ at the exit,
\[
2Ae^{-I(d)}=t\left(\eta_2^{1/2}-ir_2\eta_2^{-1/2}\right).
\]
For a thick film $B$ is smaller than $A$ by a factor of order $e^{-2I(d)}$ and can be dropped at the entry, where
\[
A\left(\eta_1^{-1/2}+i\eta_1^{1/2}/r_1\right)=2 .
\]
Since $T=|t|^2r_2/r_1$ and $S=2I(d)$,
\begin{equation}
T\simeq\frac{16\,e^{-S}}
{(r_1/\eta_1+\eta_1/r_1)(r_2/\eta_2+\eta_2/r_2)} .
\end{equation}
At midgap $\eta=1$ and $d\ln\eta/dw=-1/\Delta$. Each interface therefore adds a slope $c_i/\Delta$ to $\ln T$, with $c_i=(1-r_i^2)/(1+r_i^2)$. The face shifts are $-\delta_1$ and $+\delta_2$, so reversal gives
\begin{equation}
\ln\frac{T_+}{T_-}\simeq
\frac2\Delta(c_2\delta_2-c_1\delta_1).
\label{interface}
\end{equation}
So the exponent is stationary while the transmission need not be. The term does not grow with thickness at fixed face shifts, and it vanishes for $r_1=r_2=1$.

For $r_1=r_2=0.5$, both $c_i=0.6$ and (\ref{interface}) gives 0.053, as does the scattering solution. For $r_1=2$, $r_2=0.5$ it gives 0.088, but the scattering solution gives 0.077. The difference comes from $\epsilon$, which was kept in the amplitudes but not in the matching ratios. The decaying ratio is $\eta+\epsilon$ and the growing one $-(\eta-\epsilon)$. With $\epsilon$ nearly uniform, the matching factors change $\ln T$ by $-(1+c_1)\epsilon$ at the entry and $(1+c_2)\epsilon$ at the exit, in total $(c_2-c_1)\epsilon$. Here $\epsilon=-(\delta_1+\delta_2)/(2\kappa_0\Delta d)$, and reversal doubles the effect:
\[
-\frac{(c_2-c_1)(\delta_1+\delta_2)}{\Delta\kappa_0d}
=-\frac{1.2\times0.205}{2.8\times3.834\times2.0}=-0.011 .
\]
This accounts for the difference.

\section*{(h) Tilt, unequal masses and temperature}

Estimate how a baseline tilt, unequal edge masses and a thermal spread alter the midgap result.

\textit{Solution.} For a small baseline $b(x)$, put $b\pm\delta$ into the quadratic term of (\ref{quadratic}). The squares cancel on subtraction and the cross terms add:
\[
\ln\frac{T_+}{T_-}\simeq\frac{2S_0}{\Delta^2}\langle b\delta\rangle .
\]
This is linear in $\delta$, as (\ref{linear}) allows. Let electrode 1 be at the higher potential; the opposite polarity reverses the signs of the next two values. A built-in voltage of 0.2 V, placed symmetrically about midgap in the electrodes, gives $-0.006$. A read bias of 0.1 V, with the current summed over its energy window at 300 K, gives $-0.003$. Both values come from the exponent alone. The interface factors of part (g) add cross terms of their own, which can be of comparable size in so thin a film.

For unequal masses take the interpolation $1/\kappa^2=1/\kappa_c^2+1/\kappa_v^2$, where $\kappa_c$ and $\kappa_v$ are the one-band constants of the two edges. It reduces to (\ref{franz}) for equal masses. At depth $q$ below the conduction edge, the maximum of $\kappa$ minimizes $1/(m_cq)+1/[m_v(E_g-q)]$, so
\[
m_cq^2=m_v(E_g-q)^2,\qquad
q=\frac{E_g}{1+\sqrt{m_c/m_v}} .
\]
For $m_c=0.4$ and $m_v=0.6$ electron masses, $q=3.08$ eV, which is 0.28 eV below midgap. With a flat baseline, a level left at midgap then has a reversal log ratio of 0.074 from the exponent alone. The stationary point survives, but it moves towards the edge with the heavier mass.

At temperature $T_{\rm e}$ and small bias, energies $\xi$ about the Fermi level have weight $-f'(\xi)$, which is even and has variance $\pi^2(k_BT_{\rm e})^2/3$. Expansion of $e^{-S}$ gives a rise of $\pi^2S_0(k_BT_{\rm e})^2/(6\Delta^2)$ in the log conductance, or 0.002 at 300 K. The exponent is the same for $(\xi,\delta)$ and $(-\xi,-\delta)$, so this even weight creates no reversal contrast through the exponent. Thermionic emission over the 2.8 eV barrier carries a factor of order $e^{-108}$, against $e^{-15}$ for tunnelling.

\section*{(i) The model beside a hafnia junction}

Which assumptions matter most when these numbers are set beside a real device?

\textit{Solution.} The gap and polarization are in the rough range of ferroelectric hafnia. The 2 nm film is thin for that material, and the mass is an assumed round value. At fixed gap and shift, the exponents and the log ratio (\ref{detuned}) scale as $\sqrt m$. The decay constant is large for a continuum model: it is 0.6 of the zone-boundary value $\pi/a$ for a cell length $a=0.51$ nm. Replacing $k$ in the Hamiltonian by $(2/a)\sin(ka/2)$ keeps the gap, the edge mass and the stationary point, but lowers $S_0$ to 13.6 and the log ratio at 0.8 eV detuning from 0.20 to 0.15. The numbers here are also for normal incidence; summing the continuum model's current over transverse momentum changes that log ratio from 0.20 to 0.19. Titanium nitride electrodes tend to put the Fermi level above midgap, on the conduction side. The assumed detuning of 0.8 eV moves the exponent's contribution to the reversal log ratio from zero to 0.20, more than the other corrections computed above. That ranking depends on the mild mass asymmetry assumed in part (h). The oxygen-derived valence edge of such oxides is usually much heavier than the conduction edge, and with $m_c=0.4$ the same interpolation gives a log ratio at midgap of 0.17 for $m_v=1$ and 0.29 for $m_v=2$ electron masses. Equal masses are therefore as consequential an assumption as midgap alignment. Defect-assisted current is also omitted; the model gives no estimate of it.

Image forces narrow the gap. At mid-film between ideal metals, the image charges have alternating signs and lie at distances $nd$ on both sides. Half their interaction energy lowers the electron energy by $e^2\ln2/(4\pi\varepsilon_0\varepsilon_\infty d)=0.11$ eV for optical permittivity $\varepsilon_\infty=4.5$. If both edges moved inward by this amount throughout the film at fixed mass, $S_0$ would fall by 0.31. This is a low estimate, because the narrowing grows towards the faces: the full classical image profile between ideal metals, cut off where the gap would close, lowers $S_0$ by about 1.3 at fixed mass. A narrowing common to both polarization states changes the current but leaves the midgap exponent even in $\delta$. Away from midgap it does change the contrast: the same full profile raises the log ratio at 0.8 eV detuning from 0.20 to about 0.25 at fixed mass.

The depolarizing field is $(\delta_1+\delta_2)/(ed)=1.0$ MV/cm. The read and built-in fields are 0.4 and 0.7 MV/cm. If all three align against the polarization, their sum is 2.1 MV/cm, about the rough coercive field of 2 MV/cm, so one state might not survive reading. Without the read field the sum is 1.75 MV/cm, still close to the coercive field, so retention at rest is not assured either. The sum is below a rough breakdown field of 5 MV/cm.

For a junction meant to switch through its tunnelling exponent, midgap alignment is therefore unfavourable when the edge masses are equal, the baseline is flat, reversal leaves the gap, mass and thickness unchanged, and direct tunnelling dominates. Under the same conditions it makes the exponent insensitive to small polarization changes. The remaining linear contrast then comes from the interfaces. The numerical output lists the main input parameters.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gap: 5.6 eV
Edge mass: 0.4 electron masses
Film thickness: 2.0 nm
Polarization: 10.0 uC/cm2
Film relative permittivity: 30
Electrode 1: screening 0.04 nm, permittivity 8.0
Electrode 2: screening 0.06 nm, permittivity 3.0
Electrode length l1: 0.005 nm
Electrode length l2: 0.020 nm
Screening charge: 7.273 uC/cm2
Shift magnitude at face 1: 0.0411 eV
Shift magnitude at face 2: 0.1643 eV
Mean shift: 0.0616 eV
Mean square shift: 0.00731 eV^2
Midgap decay constant: 3.8338 1/nm
Midgap exponent S0: 15.3353
Midgap WKB transmission factor exp(-S0): 2.188e-07
Change of S at midgap, quadrature: -0.00715
Change of S at midgap, formula: -0.00715
Change of S for half the shift: -0.00179
Exponent from scattering, no shift: 15.3353
Scattering exponent difference on reversal: 0.00000
Detuning above midgap: 0.8 eV
Detuned log ratio, quadrature: 0.2014
Detuned log ratio, linear formula: 0.2012
Detuned log ratio, scattering: 0.2014
Detuned on/off ratio: 1.223
One-band exponent: 21.6874
One-band log ratio: 0.4773
One-band on/off ratio: 1.612
Interface log ratio r=0.5,0.5, formula: 0.0528
Full log ratio r=0.5,0.5: 0.0528
Interface log ratio r=2,0.5, formula: 0.0880
Full log ratio r=2,0.5: 0.0765
Leading interface log-ratio limit: 0.1467
Temperature: 300 K
Thermal rise of log conductance: 0.00216
Thermionic exponent, half gap over kT: 108.3
Read bias: 0.1 V
Log ratio from read bias: -0.00289
Built-in voltage: 0.2 V
Log ratio from built-in voltage: -0.00580
Unequal masses: conduction 0.4, valence 0.6 electron masses
Stationary point above midgap, unequal masses: -0.2829 eV
Log ratio at midgap, unequal masses: 0.0739
Optical permittivity: 4.5
Image energy at mid-film, each band edge: 0.1109 eV
Fall of S if that narrowing filled the film: 0.3068
Depolarizing field: 1.027 MV/cm
Read field in film: 0.364 MV/cm
Built-in field in film: 0.727 MV/cm
Sum of the three field magnitudes: 2.118 MV/cm
Rough coercive field, input: 2 MV/cm
Rough breakdown field, input: 5 MV/cm
\end{verbatim}
